\section*{Can exchanges of Majorana modes generate every quantum gate?}

\section*{Question}

Exchanging two Majorana zero modes acts as a unitary gate, and exchanges of overlapping pairs do not commute. I concluded that a long enough sequence of exchanges approximates any gate on the encoded qubits, including the $\pi/8$ phase gate
\begin{equation}
T=\begin{pmatrix}1&0\\0&e^{i\pi/4}\end{pmatrix}.
\end{equation}
Is that right? If not, what stands in the way, and can longer braids, spare modes or parity measurements get around it?

\section*{Answer}

It is not right. Noncommuting gates can still form a finite set, and Majorana exchanges do. Each exchange sends every Pauli operator to plus or minus a Pauli operator; $T$ does not. This keeps every braid, whatever its length, at least a fixed minimum distance from $T$. The argument concerns Majorana exchanges, not every kind of non-Abelian anyon.

\subsection*{What an exchange does}

Majorana operators are Hermitian, with $\{\eta_a,\eta_b\}=2\delta_{ab}$. In a minimal Y-junction a central mode $\eta_0$ couples to modes on three arms:
\begin{equation}
H=i\eta_0\eta_d,\qquad \eta_d=\sum_{k=1}^3 d_k\eta_k,\qquad \hbar=1.
\end{equation}
Since $H^2=|d|^2$, the levels are $\pm|d|$ and the gap is $2|d|$. Let $\mathcal U(t)$ be the evolution operator. An initial mode becomes $\Gamma=\mathcal U\eta\,\mathcal U^\dagger=\sum_k v_k\eta_k+w\eta_0$, with $\dot\Gamma=-i[H,\Gamma]=[\eta_0\eta_d,\Gamma]$. The anticommutators give
\begin{equation}
[\eta_0\eta_d,\eta_k]=2d_k\eta_0,\qquad [\eta_0\eta_d,\eta_0]=-2\eta_d,
\end{equation}
and therefore
\begin{equation}
\dot v=-2w\,d,\qquad \dot w=2\,d\cdot v .
\end{equation}
If $w=0$ and $v\perp d$, nothing moves at fixed $d$: these $v$ are the two zero modes. Now let $n=d/|d|$ turn slowly and smoothly. The component $p=v\cdot n$ obeys $\dot p=-2|d|w+v\cdot\dot n$, so $w\simeq v\cdot\dot n/(2|d|)$ stays small, and $p=\dot w/(2|d|)$ is smaller still. Thus $v$ remains tangent to the unit sphere at $n$, while $\dot v$ points along $n$. This is parallel transport.

In polar angles write $v=\cos\beta\,e_\theta+\sin\beta\,e_\phi$. Since $\partial_\phi e_\theta=\cos\theta\,e_\phi$, a vanishing tangential change requires $d\beta=-\cos\theta\,d\phi$. At the pole $n=\hat z$ the vector makes an angle $\beta+\phi$ with the first axis. A loop that starts and ends there rotates it by
\begin{equation}
\oint(1-\cos\theta)\,d\phi=\Omega ,
\end{equation}
the enclosed solid angle.

For an exchange, $n$ goes $\hat z\to\hat x\to\hat y\to\hat z$. At each corner one coupling is on, and along each leg two are. If the third is fully off, $n$ stays on the edge of an octant however the other two vary in strength, provided neither changes sign and they never vanish together. Hence $\Omega=\pi/2$, and a slow loop gives
\begin{equation}
\eta_1\to\eta_2,\qquad \eta_2\to-\eta_1 .
\end{equation}

\subsection*{The exchange operator}

Call the modes that store information $\gamma_1,\dots,\gamma_{2N}$. To rotate $\gamma_1,\gamma_2$ by $\Omega$, try
\begin{equation}
R=e^{-(\Omega/2)\gamma_1\gamma_2}
=\cos\tfrac{\Omega}{2}-\gamma_1\gamma_2\sin\tfrac{\Omega}{2},
\end{equation}
where $(\gamma_1\gamma_2)^2=-1$ was used. Because $\gamma_1$ anticommutes with $\gamma_1\gamma_2$, we have $\gamma_1R^\dagger=R\gamma_1$, and
\begin{equation}
R\gamma_1R^\dagger=R^2\gamma_1
=\cos\Omega\,\gamma_1-\sin\Omega\,\gamma_1\gamma_2\gamma_1
=\cos\Omega\,\gamma_1+\sin\Omega\,\gamma_2 .
\end{equation}
Likewise $R\gamma_2R^\dagger=\cos\Omega\,\gamma_2-\sin\Omega\,\gamma_1$. Any other operator with the same action on all the $\gamma$'s differs from $R$ by a factor commuting with them all. Their products span all matrices on the register, so that factor is a phase. For neighbours $a,a+1$ the exchange is therefore
\begin{equation}
B_a=\frac{1-\gamma_a\gamma_{a+1}}{\sqrt2},
\end{equation}
or its inverse for the opposite sense. A braid is a product of these. They do not commute:
\begin{equation}
[B_1,B_2]=\tfrac12[\gamma_1\gamma_2,\gamma_2\gamma_3]
=\tfrac12(\gamma_1\gamma_3-\gamma_3\gamma_1)=\gamma_1\gamma_3 ,
\end{equation}
an operator of norm 1. So your premise holds; the inference from it fails.

\subsection*{Pauli operators are Majorana strings}

Represent the modes by
\begin{equation}
\gamma_{2k-1}=\sigma^z_1\cdots\sigma^z_{k-1}\sigma^x_k,\qquad
\gamma_{2k}=\sigma^z_1\cdots\sigma^z_{k-1}\sigma^y_k .
\end{equation}
Then $-i\gamma_{2k-1}\gamma_{2k}=\sigma^z_k$, and the total parity is $P=(-i)^N\gamma_1\cdots\gamma_{2N}=\prod_k\sigma^z_k$. Fix $P=+1$. The last bit is then determined by the others, leaving $N-1$ qubits with $Z_k=\sigma^z_k$ and $X_k=\sigma^x_k\sigma^x_N$.

These operators commute with $P$, so they and their products are, up to phases, strings of an even number of $\gamma$'s. There are $2^{2N-1}$ even strings. A string and its product with $P$ act alike up to phase, which leaves $4^{N-1}$ classes, the number of Pauli operators on $N-1$ qubits. The correspondence is thus one to one. With eight Majoranas, 128 even strings give 64 Paulis.

For one qubit, $N=2$, this gives
\begin{equation}
Z=-i\gamma_1\gamma_2,\qquad X=-i\gamma_2\gamma_3,\qquad Y=iXZ=i\gamma_1\gamma_3 .
\end{equation}

A braid replaces each $\gamma$ in a string by plus or minus another one, with distinct factors staying distinct. An even string remains an even string. Conjugation also preserves Hermiticity, so a Pauli goes to $\pm$ a Pauli. For instance $B_1$ sends $X\to Y$, $Y\to-X$, $Z\to Z$, and $B_2$ sends $Y\to Z$, $Z\to-Y$, $X\to X$.

\subsection*{How many gates there are}

On the $\gamma$'s, each neighbour exchange is a signed permutation of determinant $+1$. There are $2^{2N-1}(2N)!$ of these, and each fixes the gate up to phase. The number of braid gates is therefore finite.

For four Majoranas the ceiling is 192. The encoded qubit distinguishes fewer: $X$ can go to six signed Paulis, $Y$ to four that anticommute with the image of $X$, and $Z$ is then fixed. That allows $6\times4=24$ gates, and enumeration finds all 24.

For six Majoranas the ceiling is 23040. Reversing the sign of every $\gamma$ is conjugation by $P$, a scalar here, so at most 11520 gates remain; enumeration finds 11520. Now count all two-qubit gates that preserve the Paulis. $X_1$ has 30 possible images, $Z_1$ then has 16, and the second qubit has 24 choices within the Paulis commuting with both. Since $30\times16\times24=11520$, six Majoranas give every such gate, including the entangling CNOT. Lack of entanglement is not the obstruction.

\subsection*{Why the $\pi/8$ gate is missing}

From $\gamma_1\gamma_2=iZ$,
\begin{equation}
B_1=e^{-i\pi Z/4}=e^{-i\pi/4}\begin{pmatrix}1&0\\0&i\end{pmatrix},
\qquad T=e^{i\pi/8}e^{-i\pi Z/8}.
\end{equation}
The exchange is the phase gate $S=\mathrm{diag}(1,i)$ up to phase; $T$ needs half its angle. Conjugation gives
\begin{equation}
TXT^\dagger=\begin{pmatrix}0&e^{-i\pi/4}\\e^{i\pi/4}&0\end{pmatrix}
=\frac{X+Y}{\sqrt2},
\end{equation}
which is not a Pauli operator. No braid equals $T$.

Approximation fails too. Let $U$ be any braid on any number of encoded qubits, and let $T$ act on the first qubit and as the identity on the rest. Define
\begin{equation}
D=\min_\varphi\|T-e^{i\varphi}U\|=\min_\varphi\|V-e^{i\varphi}\|,\qquad V=TU^\dagger ,
\end{equation}
with the operator norm. If the shortest arc containing the eigenphases of $V$ has length $a$, the best $\varphi$ is its midpoint. The farthest eigenvalue is then $a/2$ away in angle, so $D=2\sin(a/4)$.

Suppose $a\le\pi$. Shift the phase of $V$ so that its eigenphases satisfy $|\theta|\le a/2$, and set $c=\cos(a/2)\ge0$. Since $\cos\theta\ge c$,
\begin{equation}
|e^{i\theta}-c|^2=1+c^2-2c\cos\theta\le1-c^2=\sin^2\tfrac a2 .
\end{equation}
Hence $\|V-c\|\le\sin(a/2)$. A scalar drops out of a commutator, so for any Pauli $Q$,
\begin{equation}
\|[V,Q]\|=\|[V-c,Q]\|\le2\sin\tfrac a2 .
\end{equation}
Choose $Q=UXU^\dagger$, which is a signed Pauli because $U$ is a braid. Then $VQV^\dagger=TXT^\dagger\equiv A$, and $\|[V,Q]\|=\|A-Q\|$. In dimension $M$,
\begin{equation}
\|A-Q\|^2\ge\frac1M\mathrm{Tr}(A-Q)^2
=2-\frac2M\mathrm{Tr}(AQ)\ge2-\sqrt2=4\sin^2\tfrac\pi8 .
\end{equation}
The last inequality holds because $A$ has components $1/\sqrt2$ on two Paulis and none on the others. So $\sin(a/2)\ge\sin(\pi/8)$, which means $a\ge\pi/4$ and
\begin{equation}
D\ge2\sin\frac{\pi}{16}=0.3902 .
\end{equation}
If $a>\pi$, then $D>\sqrt2$, which is farther away. The empty braid attains the bound, since $T$ itself has eigenphases $0$ and $\pi/4$. As far as this distance goes, no braid does better than doing nothing. The smallest distances found among the 24 and the 11520 enumerated gates are both 0.3902.

\subsection*{Spare modes and measurements}

The bound already covers extra qubits that the gate leaves alone. Measurements need a separate argument. Let the $m=N-1$ qubits start in a stabilizer state, the joint $+1$ eigenstate of $m$ independent commuting signed Paulis. These generate a group $G$ of $2^m$ elements, and the state is
\begin{equation}
\rho=2^{-m}\sum_{g\in G}g .
\end{equation}
A braid maps $G$ to another such group. Now measure the parity of an even set of modes, which is a Pauli $Q$, with outcome $s=\pm1$. There are two cases.

If $Q$ commutes with all of $G$, then $Q|\psi\rangle$ has the same stabilizer eigenvalues as $|\psi\rangle$. It is the same state up to sign, and the measurement changes nothing. Otherwise some generator $h$ anticommutes with $Q$. Multiply every other anticommuting generator by $h$, so that $h$ is the only one left, and replace $h$ by $sQ$. The new set stabilizes the projected state. Choosing later operations from earlier outcomes produces, at most, a mixture of stabilizer states.

For one qubit of a stabilizer state, $\langle X\rangle=\mathrm{Tr}(\rho X)$ is $\pm1$ if $\pm X\in G$ and zero otherwise; the same holds for $Y$ and $Z$. These three anticommute while $G$ is commuting, so at most one expectation value is nonzero. Mixtures therefore obey
\begin{equation}
|x|+|y|+|z|\le1 .
\end{equation}
With $|+\rangle$ the $X=+1$ state, $T|+\rangle$ has $(x,y,z)=(1,1,0)/\sqrt2$, whose absolute values sum to $\sqrt2$. The fidelity of any reachable state with it is
\begin{equation}
F=\frac12\left(1+\frac{x+y}{\sqrt2}\right)\le\frac12\left(1+\frac1{\sqrt2}\right)=0.8536 .
\end{equation}
A procedure implementing $T$ would reach $F=1$ from the stabilizer input $|+\rangle$, so none exists with these resources. Random braids and measurements on eight Majoranas reached 0.8536 and did not pass it.

What breaks the barrier is a supplied state $T|+\rangle=(|0\rangle+e^{i\pi/4}|1\rangle)/\sqrt2$. Apply a CNOT from the data qubit $\alpha|0\rangle+\beta|1\rangle$ onto it and measure the target's $Z$. Up to normalisation the data become
\begin{equation}
\alpha|0\rangle+e^{i\pi/4}\beta|1\rangle
\quad\text{or}\quad
e^{i\pi/4}\alpha|0\rangle+\beta|1\rangle .
\end{equation}
The first is the desired result. In the second case $S$ gives $e^{i\pi/4}(\alpha|0\rangle+e^{i\pi/4}\beta|1\rangle)$, again the desired result. With six Majoranas, braids and this measurement do the rest. With eight or more in this encoding, the CNOT is not itself a braid: it sends $Z_2$, a pair of $\gamma$'s, to $Z_1Z_2$, a string of four, while a braid preserves the length of a string and multiplication by $P$ no longer turns four into two. Further parity measurements with spare modes must then supply the CNOT. In every case the state $T|+\rangle$ must come from elsewhere.

\subsection*{Half the angle, without the protection}

The Y-junction can make $T$ directly if the loop encloses $\Omega=\pi/4$. Take $\hat z\to\hat x\to(\hat x+\hat y)/\sqrt2\to\hat z$. On the last leg all three couplings are on, and the ratio $r=d_2/d_1$ must be held at one. The equator has $\cos\theta=0$ and the meridians have $d\phi=0$, so
\begin{equation}
\Omega=\arctan r .
\end{equation}
For this loop an error in $r$ enters at first order. I simulated both loops with unit coupling scale and a time of 80 per leg. With $r=1$ the $T$ loop gives 0.7854~rad. With $d_2$ scaled by 1.02 it gives 0.7953~rad, an excess of $\delta=0.0099$~rad. The two gates differ by $e^{-i\delta Z/2}$, whose eigenphases span $\delta$, so the distance from $T$ is $2\sin(\delta/4)=0.00495$. With the same scaling and leg time, the exchange loop stays at 1.5708~rad.

First-order sensitivity is a property of this loop, not of every loop enclosing $\pi/4$. Go from the pole down to $\hat x$, along the equator to $\phi_1=\pi/12$, up to the pole, down to $\phi_2=\pi/4$, along the equator to $\phi_3=5\pi/12$, and up again. Then $\Omega=\phi_1-\phi_2+\phi_3=\pi/4$. Scaling $d_2$ by $r$ sends each $\phi$ to $\arctan(r\tan\phi)=\phi+q\sin2\phi+\tfrac12q^2\sin4\phi+\tfrac13q^3\sin6\phi+\dots$ with $q=(r-1)/(r+1)$. The first two corrections cancel in the alternating sum, leaving $q^3\approx10^{-6}$~rad at $r=1.02$. This suppresses a systematic scaling error, but the turning points still have to be set by the controls; the angle is not fixed by switching couplings off, as it is for the exchange.

The exchange has its own weak point, which is incomplete switching. Add a residual $\varepsilon$ to every arm coupling. In the simulated loop $|d|=1$ before the residual is added. Each edge of the octant, of length $\pi/2$, then moves inward by about $\varepsilon$, and the lost area is
\begin{equation}
\Delta\Omega\simeq3\cdot\frac\pi2\,\varepsilon=\frac{3\pi\varepsilon}{2}.
\end{equation}
For $\varepsilon=0.01$ this predicts 0.0471~rad; the simulation loses 0.0462~rad, leaving 1.5246~rad. The estimate omits terms of order $\varepsilon^2$, whose coefficient I have not derived. If $|d|$ varies along a leg, the local shift is $\varepsilon/|d|$, so the prefactor depends on how the couplings are ramped. This angle error alone puts the gate 0.0231 from the ideal exchange, more than the error of the miscalibrated $T$ loop. The residual also means that $\eta_1$ and $\eta_2$ are not exact zero modes at the ends of the loop. Each can pick up components of order $\varepsilon$ outside their plane, which this distance leaves out. Protection thus depends on $\varepsilon$ being small. It can be made so where the off coupling is tunnelling through a gapped region, which falls exponentially with the region's length.

To give these numbers a device scale, suppose the arm coupling is $10\ \mu$eV, a rough assumed value for a superconducting nanowire junction. The time unit $\hbar/(10\ \mu\mathrm{eV})$ is then about 0.07~ns, a leg takes about 5~ns, and $\varepsilon=0.01$ means $0.1\ \mu$eV. The gap $2|d|=20\ \mu$eV corresponds to about 0.23~K, and the temperature must lie well below that. Real wires also have a direct coupling $i\kappa\gamma_1\gamma_2$ between the stored modes, absent from the model. It rotates modes at rest by $2\kappa t/\hbar$. At an assumed 1~neV, or $10^{-4}$ of the arm coupling, a wait as long as the three legs gives $2\times10^{-4}\times240\approx0.05$~rad, comparable with the residual-coupling error. That value is optimistic. The envelope of $\kappa$ falls exponentially with the separation of the modes, and for a separation of only one or two micrometres $\kappa$ can be orders of magnitude larger even in a clean wire, in which case this error dominates. A stray electron that changes $P$ takes the register out of its encoded space altogether.

Such imperfections do move the gate off the finite set, but by uncontrolled amounts. A usable $T$ needs a supplied state or an operation whose angle is set by the controls, such as a loop that leaves the octant edges; ideal exchanges provide neither. The numerical output below lists the enumerated and simulated values quoted here; the device estimates and the loop with three turning points are separate arithmetic.

\section*{Computed values}
\begin{verbatim}
Images U Q U^dagger as coefficients of (X, Y, Z), dimensionless
  exchange 1-2: X -> (0.0000, 1.0000, 0.0000)
  exchange 1-2: Y -> (-1.0000, 0.0000, 0.0000)
  exchange 1-2: Z -> (0.0000, 0.0000, 1.0000)
  exchange 2-3: X -> (1.0000, 0.0000, 0.0000)
  exchange 2-3: Y -> (0.0000, 0.0000, 1.0000)
  exchange 2-3: Z -> (0.0000, -1.0000, 0.0000)
  T gate: X -> (0.7071, 0.7071, 0.0000)
  T gate: Y -> (-0.7071, 0.7071, 0.0000)
  T gate: Z -> (0.0000, 0.0000, 1.0000)
norm of commutator of exchanges 1-2 and 2-3: 1.0000
even strings of 8 Majoranas: 128, distinct Paulis: 64
distance of T X T^dagger from nearest signed Pauli: 0.7654
lower bound 2 sin(pi/16) on distance of any braid from T: 0.3902
4 Majoranas: distinct braid gates 24, signed permutations 192
  smallest distance to T over all of them: 0.3902
6 Majoranas: distinct braid gates 11520, signed permutations 23040
  smallest distance to T over all of them: 0.3902
fidelity bound (1 + 1/sqrt 2)/2 with T|+>: 0.8536
best fidelity, random braids and measurements: 0.8536
fidelity when T is applied to a braided |+>: 1.0000
Y-junction: coupling 1, time per leg 80 (hbar/coupling)
exchange loop, rotation of zero modes: 1.5708 rad
exchange loop, coupling ratio 1.02: 1.5708 rad
T loop, rotation of zero modes: 0.7854 rad
T loop, coupling ratio 1.02: 0.7953 rad
  arctan of that ratio: 0.7953 rad
  resulting distance from T: 0.00495
exchange loop, residual coupling 0.01: 1.5246 rad
  angle lost: 0.0462 rad, first-order law: 0.0471 rad
  resulting distance from the ideal exchange: 0.02310
\end{verbatim}
